# Closed-shell MP2 in spatial orbitals: spin components and pair energies, part 1

(Sections cited here and not found follow in the second part.)

## First half: from spin orbitals to spatial orbitals

### Definitions and conventions

Atomic units are used, with energies in hartree. The molecule has an even number $N$ of electrons, and its reference state is the restricted Hartree–Fock determinant $\Phi_0$, in which $N/2$ real, orthonormal spatial orbitals are each filled by one $\alpha$ and one $\beta$ electron. Letters $i,j,l$ denote occupied spatial orbitals and $a,b$ denote empty (virtual) ones.

A capital letter denotes a spin orbital, that is, a spatial orbital times a spin function. Thus $I=(i,\sigma)$, $J=(j,\tau)$, $A=(a,\mu)$ and $B=(b,\nu)$, where each Greek label is $\alpha$ or $\beta$. Both spin orbitals made from $\varphi_i$ have the same orbital energy $\varepsilon_i$.

Repulsion integrals over spatial orbitals are written in charge-cloud order:

$$(ia|jb)=\int\!\!\int \varphi_i(\mathbf r_1)\varphi_a(\mathbf r_1)\,\frac{1}{r_{12}}\,\varphi_j(\mathbf r_2)\varphi_b(\mathbf r_2)\,d\mathbf r_1 d\mathbf r_2 .$$

This is the electrostatic interaction of the charge distribution $\varphi_i\varphi_a$ with the distribution $\varphi_j\varphi_b$. Over spin orbitals the order is by electron: $\langle IJ|AB\rangle$ has electron 1 in $I$ on the left and $A$ on the right, and electron 2 in $J$ and $B$. The antisymmetrized integral is $\langle IJ||AB\rangle=\langle IJ|AB\rangle-\langle IJ|BA\rangle$.

Three abbreviations are used throughout:

$$K=(ia|jb),\qquad K'=(ib|ja),\qquad D=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b .$$

All three depend on $i,j,a,b$. Every virtual level is assumed to lie above every occupied one, so $D<0$.

The orbitals are canonical: they diagonalize the Fock operator

$$f_{pq}=h_{pq}+\sum_l\left[2(pq|ll)-(pl|lq)\right]=\varepsilon_p\delta_{pq},$$

where $h$ contains the kinetic energy and the nuclear attraction. The Møller–Plesset partition writes $H=F+V$, where $F$ is the sum of the Fock operators of all electrons and $V=H-F$ is the perturbation.

### The second-order energy

Let $E(\lambda)$ be the lowest eigenvalue of $F+\lambda V$, and expand

$$E=E_0+\lambda E_1+\lambda^2E_2+\dots,\qquad \Psi=\Phi_0+\lambda\Psi_1+\dots,$$

with the corrections to $\Psi$ chosen orthogonal to $\Phi_0$. The terms linear in $\lambda$ give

$$(E_0-F)\Psi_1=(V-E_1)\Phi_0 .$$

The other determinants $\Phi_n$ are eigenfunctions of $F$ with eigenvalues $E_n^{(0)}$. Projecting on $\Phi_n$ gives its coefficient in $\Psi_1$, namely $V_{n0}/(E_0-E_n^{(0)})$. The terms quadratic in $\lambda$, projected on $\Phi_0$, give $E_2=\langle\Phi_0|V|\Psi_1\rangle$. Hence

$$E_2=\sum_{n\neq0}\frac{|V_{n0}|^2}{E_0-E_n^{(0)}} .$$

Since $F$ does not connect different determinants, $V_{n0}=H_{n0}$ in this sum. Projecting the linear terms on $\Phi_0$ gives $E_1=V_{00}$, so $E_0+E_1=H_{00}$ is the Hartree–Fock energy. The energy $E_2$ is therefore the first correction to Hartree–Fock.

### The simplest case: one electron pair

Take two electrons in one orbital $\varphi_i$. The state is $\varphi_i(1)\varphi_i(2)$ times the singlet spin function $(\alpha\beta-\beta\alpha)/\sqrt2$. The Hamiltonian contains no spin, so it connects this state to singlets alone.

Moving one electron to $a$ gives the spatial function $(\varphi_a\varphi_i+\varphi_i\varphi_a)/\sqrt2$. Its matrix element with the reference is $\sqrt2\,[h_{ai}+(ai|ii)]$. With one occupied orbital, $f_{ai}=h_{ai}+2(ai|ii)-(ai|ii)$, so the bracket is $f_{ai}=0$. Single excitations do not contribute.

Moving both electrons to the same orbital $a$ gives $\varphi_a\varphi_a$ and the element $(ia|ia)$. Moving them to different orbitals $a<b$ gives $(\varphi_a\varphi_b+\varphi_b\varphi_a)/\sqrt2$ and the element

$$\frac{(ia|ib)+(ib|ia)}{\sqrt2}=\sqrt2\,(ia|ib).$$

Its square is $2(ia|ib)^2$. The factor 2 is what is needed to replace the sum over $a<b$ by a sum over both orders, so

$$E_2=\sum_{ab}\frac{(ia|ib)^2}{2\varepsilon_i-\varepsilon_a-\varepsilon_b}\qquad\text{(one pair)}.$$

The general formula must reduce to this one when there is a single occupied orbital.

### Two limits of the one-pair formula

First, weak coupling. Keep one virtual orbital of a symmetry different from that of $i$, so that single excitations decouple. With energies measured from $E_0$, let $G=2\varepsilon_a-2\varepsilon_i$ and $k=(ia|ia)$. The matrix of $F+\lambda V$ is then

$$\begin{pmatrix}\lambda V_{00}&\lambda k\\ \lambda k&G+\lambda V_{11}\end{pmatrix}.$$

With $\delta=G+\lambda(V_{11}-V_{00})$, its lower eigenvalue is

$$E=\lambda V_{00}+\tfrac12\left(\delta-\sqrt{\delta^2+4\lambda^2k^2}\right)\approx\lambda V_{00}-\frac{\lambda^2k^2}{\delta}.$$

To order $\lambda^2$ the denominator $\delta$ may be replaced by $G$. The coefficient is $-k^2/G$, as the one-pair formula says. The difference $V_{11}-V_{00}$ first enters at third order.

Second, a stretched bond. Put one orbital $s_P$ and one orbital $s_Q$ on two equal, distant one-electron atoms. The molecular orbitals are $g=(s_P+s_Q)/\sqrt2$, which is occupied, and $u=(s_P-s_Q)/\sqrt2$, which is empty. Let $U$ be the repulsion of two electrons in the same atomic orbital and $h_0$ the one-electron energy of an atom.

At infinite distance $gg$ and $uu$ both equal $\tfrac12(s_P^2+s_Q^2)$, while $gu=\tfrac12(s_P^2-s_Q^2)$. Repulsion between the atoms vanishes, so

$$(gg|gg)=(gg|uu)=(gu|gu)=\tfrac14(U+U)=\tfrac12U .$$

The orbital energies become

$$\varepsilon_g=h_0+\tfrac12U,\qquad \varepsilon_u=h_0+2\cdot\tfrac12U-\tfrac12U=h_0+\tfrac12U .$$

The gap closes while the coupling stays at $U/2$, and $E_2$ diverges to $-\infty$. The true correlation energy in this two-orbital model is finite. The Hartree–Fock energy is $2h_0+U/2$ and the lowest energy is $2h_0$, one electron on each atom, so the correction should be $-U/2$. Second-order theory thus needs couplings that are small compared with the gap, and bond breaking from a restricted reference violates this condition.

### Many pairs: which determinants contribute

For $N$ electrons the matrix elements $H_{n0}$ follow from one observation. A determinant is $1/\sqrt{N!}$ times the signed sum over all permutations of a product of spin orbitals. The Hamiltonian treats all electrons alike, so the $N!$ terms on the left of a matrix element contribute equally. One product on the left may therefore be kept, with the full signed sum on the right and no prefactor.

Let the left determinant have $A$ and $B$ in place of $I$ and $J$, with the product $A(1)B(2)\cdots$. Electrons 1 and 2 are in orbitals orthogonal to everything occupied in $\Phi_0$. A term of $H$ that leaves either of them untouched gives zero, so $1/r_{12}$ alone survives. The other electrons must occupy the same orbitals on both sides. On the right this leaves $I(1)J(2)$ with a plus sign and $J(1)I(2)$ with a minus sign:

$$H_{n0}=\langle AB|IJ\rangle-\langle AB|JI\rangle=\langle IJ||AB\rangle ,$$

where the last step uses real orbitals. With three or more orbitals replaced the element is zero, because no term of $H$ acts on three electrons.

With one orbital replaced, $I\to A$, the term must act on electron 1. It may be $h(1)$, or the repulsion with another electron, directly or exchanged. If the spins of $I$ and $A$ differ, the element vanishes. If they agree, the direct repulsion counts both electrons of each orbital $l$ and the exchange repulsion counts the one with parallel spin. The term of electron $I$ with itself may be included because its direct and exchange parts cancel. The result is

$$h_{ai}+\sum_l\left[2(ai|ll)-(al|li)\right]=f_{ai}=0 .$$

This is Brillouin's theorem. Double excitations are all that remains.

A double excitation changes the eigenvalue of $F$ by $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, so $E_0-E_n^{(0)}=D$. Each determinant is counted once if $I<J$ and $A<B$. The squared integral does not change when $I,J$ or $A,B$ are exchanged, and it vanishes for $I=J$ or $A=B$. Unrestricted sums therefore count each determinant four times:

$$E_2=\frac14\sum_{IJAB}\frac{\langle IJ||AB\rangle^2}{D}.$$

### Integration over spin

The operator $1/r_{12}$ does not act on spin, so the spin sums in each integral are overlaps of $\alpha$ and $\beta$ functions. In $\langle IJ|AB\rangle$ electron 1 joins $I$ to $A$ and electron 2 joins $J$ to $B$. In $\langle IJ|BA\rangle$ the partners are exchanged. Hence

$$\langle IJ||AB\rangle=K\,\delta_{\sigma\mu}\delta_{\tau\nu}-K'\,\delta_{\sigma\nu}\delta_{\tau\mu}.$$

Of the sixteen spin assignments, six can give a nonzero value:

| Spins of $I,J$ | Spins of $A,B$ | Integral |
|---|---|---|
| $\alpha\alpha$ | $\alpha\alpha$ | $K-K'$ |
| $\beta\beta$ | $\beta\beta$ | $K-K'$ |
| $\alpha\beta$ | $\alpha\beta$ | $K$ |
| $\alpha\beta$ | $\beta\alpha$ | $-K'$ |
| $\beta\alpha$ | $\beta\alpha$ | $K$ |
| $\beta\alpha$ | $\alpha\beta$ | $-K'$ |

For parallel spins the two ways of reaching the final state lead to the same determinant, and their amplitudes are subtracted before squaring. For opposite spins and $a\neq b$ they lead to different determinants, and the squares are added. For $a=b$ the two assignments are one determinant written in both orders, with $K'=K$, and the factor $\tfrac14$ accounts for the repetition.

The first two rows define the same-spin energy $E_{SS}$, and the other four the opposite-spin energy $E_{OS}$:

$$E_{SS}=\frac14\sum_{ijab}\frac{2(K-K')^2}{D},\qquad E_{OS}=\frac14\sum_{ijab}\frac{2K^2+2K'^2}{D}.$$

Both $a$ and $b$ run over all virtual orbitals, so their names may be exchanged in any sum. This leaves $D$ unchanged and turns $K'$ into $K$. Therefore $\sum K'^2/D=\sum K^2/D$, and

$$E_{OS}=\sum_{ijab}\frac{K^2}{D}.$$

In the same-spin part, $\tfrac12(K-K')^2=\tfrac12K^2+\tfrac12K'^2-KK'$. The same renaming gives

$$E_{SS}=\frac12\sum_{ijab}\frac{(K-K')^2}{D}=\sum_{ijab}\frac{K(K-K')}{D}.$$

The sum of the two parts is the closed-shell MP2 energy in spatial orbitals:

$$E_2=\sum_{ijab}\frac{K(2K-K')}{D}=\sum_{ijab}\frac{(ia|jb)\left[2(ia|jb)-(ib|ja)\right]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

The equality of $K(K-K')$ and $\tfrac12(K-K')^2$ holds after summation over $a$ and $b$, not term by term. A single term $K(K-K')/D$ can be positive, although $E_{SS}$ cannot.

### Limits of the spatial formula

With one occupied orbital, $i=j$ and $K'=(ib|ia)=K$. Then $K(2K-K')=K^2$, which is the one-pair formula, and $E_{SS}=0$: two electrons in one orbital have no parallel-spin partner.

Now take two different, neutral closed-shell molecules $P$ and $Q$, far apart, with every orbital localized on one of them. Let $i,a$ belong to $P$ and $j,b$ to $Q$. Then $K'=(ib|ja)$ contains products of orbitals that do not overlap, and it vanishes. Each such excitation appears twice in the unrestricted sum, the second time with the roles of $P$ and $Q$ exchanged. The intermolecular pairs give

$$E_{OS}=E_{SS}=2\sum_{ia\in P}\sum_{jb\in Q}\frac{(ia|jb)^2}{D}.$$

The charge distributions $\varphi_i\varphi_a$ and $\varphi_j\varphi_b$ have zero total charge because the orbitals are orthogonal. Their leading interaction is that of two dipoles, proportional to $R^{-3}$ at distance $R$. The energy of these intermolecular pairs therefore falls off as $R^{-6}$: it is the dispersion attraction at second order. It is not always the whole change of $E_2$ with distance. If the molecules carry permanent multipoles, the pairs inside each molecule also respond to the field of the other, and that part can decay more slowly and have either sign. Without exchange, parallel and opposite spins contribute equally.

### A numerical check for water

The derivation began with $E_2$ as the coefficient of $\lambda^2$, and this can be tested directly. For water in the STO-3G basis, all 441 determinants with equal numbers of $\alpha$ and $\beta$ electrons were used to build the matrices of $F$ and $H$. Half the numerical second derivative of the lowest eigenvalue of $F+\lambda(H-F)$ at $\lambda=0$ is $-0.0357255$ hartree. The spatial formula gives the same number to all printed digits. The eigenvalue calculation makes no use of Brillouin's theorem, of the factor $\tfrac14$ or of the spin integration, so it tests all three.

## Second half: the spin of the electron pair

### Symbols and results carried over

The reference is a closed-shell determinant of real canonical orbitals. Occupied orbitals are $i,j$ and virtual ones $a,b$. The symbols are $K=(ia|jb)$, $K'=(ib|ja)$ and $D=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b<0$. The spin labels of $I,J,A,B$ are $\sigma,\tau,\mu,\nu$. The results needed are

$$E_2=\frac14\sum_{IJAB}\frac{\langle IJ||AB\rangle^2}{D},\qquad \langle IJ||AB\rangle=K\delta_{\sigma\mu}\delta_{\tau\nu}-K'\delta_{\sigma\nu}\delta_{\tau\mu},$$

$$E_{OS}=\sum_{ijab}\frac{K^2}{D},\qquad E_{SS}=\frac12\sum_{ijab}\frac{(K-K')^2}{D},\qquad E_2=E_{OS}+E_{SS}.$$

### One set of four orbitals

Choose two different occupied orbitals $i<j$ and two different virtual orbitals $a<b$. Exciting one electron from $i$ and one from $j$ into $a$ and $b$ gives six determinants, one for each row of the spin table. Together they contribute

$$\frac{2(K-K')^2+2K^2+2K'^2}{D}=\frac{4(K^2+K'^2-KK')}{D}.$$

The same number can be grouped in another way. Since

$$(K+K')^2+3(K-K')^2=4K^2+4K'^2+(2-6)KK'=4(K^2+K'^2-KK'),$$

the contribution is also

$$\frac{(K+K')^2}{D}+\frac{3(K-K')^2}{D}.$$

The weights 1 and 3 suggest a singlet and a triplet. Two electrons in different orbitals have a spatial function that is either symmetric or antisymmetric under exchange,

$$\frac{\varphi_i\varphi_j\pm\varphi_j\varphi_i}{\sqrt2}\quad\longrightarrow\quad\frac{\varphi_a\varphi_b\pm\varphi_b\varphi_a}{\sqrt2}.$$

The matrix element of $1/r_{12}$ has four terms and a prefactor $\tfrac12$. Two terms equal $K$ and two equal $\pm K'$, so the element is $K\pm K'$. The total function of two electrons must be antisymmetric. The upper sign therefore goes with the antisymmetric singlet spin function and the lower sign with the three symmetric triplet functions.

For one set of two different occupied and two different virtual orbitals, the second-order contribution separates into a singlet part, $(K+K')^2/D$, and a triplet part, $3(K-K')^2/D$. It remains to show that this grouping holds for the full sum, to relate it to the same-spin and opposite-spin energies, and to apply it to water.
